# Lifshitz pressure between absorbing plates from the stress of fluctuating fields

## An oscillator that has no oscillating mode

Take a particle of unit mass with displacement \(x\), restoring constant \(\omega_0^2\) and damping rate \(\gamma\), in equilibrium at temperature \(T\). With time factor \(e^{-i\omega t}\), a force \(f\) produces \(x=\chi f\), where

\[
\chi(\omega)=\frac{1}{\omega_0^2-\omega^2-i\gamma\omega}. \tag{1}
\]

For \(\gamma\to0^+\) there is one mode, and \(\langle x^2\rangle=(\hbar/2\omega_0)\coth(\hbar\omega_0/2k_BT)\). For \(\gamma=2.5\,\omega_0\) the poles of \(\chi\) lie at \(-0.5i\omega_0\) and \(-2i\omega_0\). No oscillation frequency is left to which \(\hbar\omega/2\) could be assigned, yet \(\langle x^2\rangle\) is well defined and follows from \(\chi\).

To see this, let the Hamiltonian include the bath that causes the damping, with energies \(E_n\) and Boltzmann weights \(p_n\). Write \(\omega_{nm}=(E_n-E_m)/\hbar\). Let an observable \(A\), with no matrix elements between states of equal energy, be driven by \(-Af\). First-order perturbation theory gives

\[
\chi(\omega)=\frac1\hbar\sum_{mn}\frac{(p_m-p_n)|A_{mn}|^2}{\omega_{nm}-\omega-i0^+},
\]
\[
\operatorname{Im}\chi=\frac{\pi}{\hbar}\sum_{mn}(p_m-p_n)|A_{mn}|^2\delta(\omega-\omega_{nm}).
\]

The symmetrised correlation \(\tfrac12\langle A(t)A(0)+A(0)A(t)\rangle=\int\frac{d\omega}{2\pi}e^{-i\omega t}S(\omega)\) has the spectrum

\[
S(\omega)=\pi\sum_{mn}(p_m+p_n)|A_{mn}|^2\delta(\omega-\omega_{nm}).
\]

Since \(p_n=p_me^{-\hbar\omega/k_BT}\) under the delta function, \((p_m+p_n)/(p_m-p_n)=\coth(\hbar\omega/2k_BT)\). Hence

\[
S(\omega)=\hbar\,C(\omega)\operatorname{Im}\chi(\omega),\qquad C(\omega)=\coth\frac{\hbar\omega}{2k_BT}. \tag{2}
\]

This is the fluctuation-dissipation theorem. For two observables with reciprocal response, \(\chi_{AB}=\chi_{BA}\), the same steps give \(S_{AB}=\hbar C\operatorname{Im}\chi_{AB}\).

In the undamped limit \(\operatorname{Im}\chi=(\pi/2\omega_0)\delta(\omega-\omega_0)\) for \(\omega>0\), and (2) returns the one-mode result. In the overdamped case, with \(\hbar=\omega_0=1\) and \(k_BT=0.5\), equation (2) gives \(\langle x^2\rangle=0.6059\). Diagonalising the oscillator with a finite bath gives 0.6066, which agrees to about 0.1%. The modes of that calculation belong to oscillator and bath together.

## Plates, waves and their linear response

Two thick, nonmagnetic plates occupy \(z<0\) and \(z>a\), with vacuum between them. Their permittivities \(\varepsilon_1(\omega)\), \(\varepsilon_2(\omega)\) are local, isotropic, causal and passive, with \(\operatorname{Im}\varepsilon_j>0\) for \(\omega>0\) and finite static values. Plates and surroundings share one temperature.

Choose \(x\) along the in-plane wavevector \(k\). TE waves have \(u=E_y\) and TM waves have \(u=B_y\). The squares entering the normal stress do not mix the two.

For TE waves, a polarisation \(\mathcal P\) along \(y\) drives the field through

\[
-\partial_z^2E_y+\Big(k^2-\varepsilon\frac{\omega^2}{c^2}\Big)E_y=\mu_0\omega^2\mathcal P.
\]

For TM waves a probe magnetisation \(M\) along \(y\) serves. From \(\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E\) and \(\nabla\times\mathbf E=i\omega\mu_0(\mathbf H+\mathbf M)\),

\[
-\partial_z\Big(\frac1\varepsilon\partial_zH_y\Big)+\Big(\frac{k^2}{\varepsilon}-\frac{\omega^2}{c^2}\Big)H_y=\frac{\omega^2}{c^2}M.
\]

Both equations are solved by a Green function obeying

\[
-\partial_z(p\,\partial_zg)+s\,g=\delta(z-z'), \tag{3}
\]

with \(p=1\), \(s=k^2-\varepsilon\omega^2/c^2\) for TE and \(p=1/\varepsilon\), \(s=k^2/\varepsilon-\omega^2/c^2\) for TM. The response of \(E_y\) to an electric dipole is \(\mu_0\omega^2g\). That of \(B_y=\mu_0(H_y+M)\) to a magnetic dipole is \(\mu_0(\omega^2/c^2)g\) plus a real local term, which has no imaginary part. By (2), for each \(k\),

\[
S_{E_y}=\hbar C\mu_0\omega^2\operatorname{Im}g,\qquad
S_{B_y}=\hbar C\mu_0\frac{\omega^2}{c^2}\operatorname{Im}g. \tag{4}
\]

Here \(g\) depends on the magnitude of \(\mathbf k\), so the imaginary part can be taken separately for each wavevector.

## Where the fluctuations come from

Write (3) for sources at \(z_1\) and \(z_2\) in the gap. Multiply the first equation by \(g^*(z',z_2)\) and integrate over \(z'\). The boundary terms vanish because the fields decay in the absorbing plates, so

\[
\int dz'\,[p\,\partial'g_1\,\partial'g_2^*+s\,g_1g_2^*]=g^*(z_1,z_2),
\]

with \(g_j=g(z',z_j)\). The complex conjugate of the second equation, multiplied by \(g_1\), gives the same integral with \(p^*\), \(s^*\) on the left and \(g(z_2,z_1)=g(z_1,z_2)\) on the right. Subtraction and division by \(-2i\) yield

\[
\operatorname{Im}g(z_1,z_2)=-\int dz'\,[\operatorname{Im}p\;\partial'g_1\,\partial'g_2^*+\operatorname{Im}s\;g_1g_2^*]. \tag{5}
\]

In the vacuum gap \(p\) and \(s\) are real, so the integral covers the plates alone. There \(-\operatorname{Im}s=(\omega^2/c^2)\operatorname{Im}\varepsilon\) for TE. For TM, \(-\operatorname{Im}p=\operatorname{Im}\varepsilon/|\varepsilon|^2\) and \(-\operatorname{Im}s=k^2\operatorname{Im}\varepsilon/|\varepsilon|^2\). Every weight is positive and proportional to the absorption. The field in the gap is thus radiated by fluctuating sources in the plates, and absorption supplies its correlations.

## The stress in the gap

The normal component of the Maxwell stress tensor is

\[
T_{zz}=\frac{\varepsilon_0}{2}(E_z^2-E_x^2-E_y^2)+\frac{1}{2\mu_0}(B_z^2-B_x^2-B_y^2).
\]

For TE waves \(\mathbf B=\nabla\times\mathbf E/(i\omega)\), so \(|B_x|^2=|\partial_zu|^2/\omega^2\) and \(|B_z|^2=k^2|u|^2/\omega^2\). With \(\varepsilon_0=1/\mu_0c^2\) and \(q^2=\omega^2/c^2-k^2\),

\[
T_{zz}^{\rm TE}=\frac{1}{2\mu_0\omega^2}\Big[\Big(k^2-\frac{\omega^2}{c^2}\Big)|u|^2-|\partial_zu|^2\Big]
=-\frac{q^2|u|^2+|\partial_zu|^2}{2\mu_0\omega^2}.
\]

For TM waves \(\mathbf E=(ic^2/\omega)\nabla\times\mathbf B\). The same sum \(q^2|u|^2+|\partial_zu|^2\) appears, with prefactor \(-c^2/(2\mu_0\omega^2)\). Inserting (4), the prefactors cancel in both cases:

\[
T_{zz}(\omega,k)=-\frac{\hbar}{2}C(\omega)\operatorname{Im}\big[q^2g+\partial_z\partial_{z'}g\big]_{z'\to z}. \tag{6}
\]

The Green function in the gap is built from two solutions. Let \(\operatorname{Im}q\ge0\), and let \(r_j\) be the reflection coefficient of plate \(j\) seen from the gap. A wave \(e^{iqz}+re^{-iqz}\) meeting a transmitted wave \(te^{iq_jz}\) needs continuous \(u\) and \(p\,\partial_zu\), hence \(1+r=t\) and \(q(1-r)=p_jq_jt\). This gives

\[
r_j^{\rm TE}=\frac{q-q_j}{q+q_j},\quad r_j^{\rm TM}=\frac{\varepsilon_jq-q_j}{\varepsilon_jq+q_j},\quad q_j^2=\varepsilon_j\frac{\omega^2}{c^2}-k^2. \tag{7}
\]

The root with \(\operatorname{Im}q_j>0\) is taken, so that the transmitted wave decays into the plate. The solutions matching the left and right plates are

\[
u_L=e^{-iqz}+r_1e^{iqz},\qquad u_R=e^{iqz}+r_2e^{2iqa}e^{-iqz}.
\]

For \(z<z'\), \(g=u_L(z)u_R(z')/N\). The unit jump required by (3) fixes \(N=u_L'u_R-u_Lu_R'\). Multiplying out, the terms in \(e^{\pm2iqz}\) cancel and

\[
N=-2iq(1-R),\qquad R=r_1r_2e^{2iqa}. \tag{8}
\]

The stress needs the combination

\[
q^2u_L(z)u_R(z')+u_L'(z)u_R'(z')=2q^2\big[e^{iq(z'-z)}+Re^{-iq(z'-z)}\big].
\]

Terms with a single reflection, which depend on \(z+z'\), have opposite signs in the two products and drop out. Letting \(z'\to z\) and dividing by \(N\),

\[
\operatorname{Im}[q^2g+\partial_z\partial_{z'}g]=\operatorname{Re}\Big[q\,\frac{1+R}{1-R}\Big]. \tag{9}
\]

The contact term in \(\partial_z\partial_{z'}g\) is real and does not contribute. The result is independent of \(z\), as force balance in empty space demands.

Equations (5) and (9) are two routes to one quantity. The numerical test marches the wave equation through the plates and adds up the radiation of the sources, without using (7). At \(\hbar\omega=6\) eV and \(\hbar ck=2\) eV both routes give 4.45746 eV for TE and 3.59157 eV for TM. For the evanescent TM wave at 3 eV and 5 eV both give \(-0.10264\) eV. A negative value is possible there because \(q^2<0\) in (6).

## From stress to pressure

Let \(P\) be the force per area on the right plate along \(+z\), so that attraction means \(P<0\). The outward normal of the face in the gap is \(-\hat z\), and that of the rear face is \(+\hat z\). Therefore \(P=-T_{zz}^{\rm gap}+T_{zz}^{\rm rear}\).

Behind the plate there is vacuum with nothing further to reflect the field, so (9) applies with \(R=0\). Equation (7) ignores the rear face. No finite plate justifies this at every real frequency: for the permittivities used below, the absorption length grows without bound as \(\omega\to0\) and \(\omega\to\infty\). For finite plates \(r_j\) is the reflection coefficient of the slab, and the total pressure approaches the half-space value once the thickness well exceeds the gap. In the worked example with \(a=100\) nm, two plates 100 nm thick give a pressure 5% smaller in magnitude, and plates 1 µm thick match the half-space value to three digits. Since

\[
\frac{1+R}{1-R}=1+\frac{2R}{1-R},
\]

the rear stress removes the term 1, which would diverge when summed over frequency. The total stress is \(\int\frac{d\omega}{2\pi}\int\frac{d^2k}{(2\pi)^2}\) of (6). Positive and negative frequencies contribute equally, and \(d^2k\to2\pi k\,dk\). The factors combine as \(2\cdot\frac1{2\pi}\cdot\frac1{2\pi}\cdot\frac\hbar2\cdot2=\hbar/2\pi^2\), so

\[
P=\frac{\hbar}{2\pi^2}\int_0^\infty k\,dk\int_0^\infty d\omega\,C(\omega)\operatorname{Re}f_k(\omega),
\]
\[
f_k=q\sum_{\rm TE,TM}\frac{R}{1-R}. \tag{10}
\]

This is the pressure on the real frequency axis. No mode has been counted.

## Why absorbing plates have no real modes

A mode would be a field without sources. By (8) this requires \(N=0\). Suppose such a field exists at fixed real \(k\) with \(\operatorname{Im}\omega>0\). Multiply \(\nabla\times\nabla\times\mathbf E=(\omega^2/c^2)\varepsilon\mathbf E\) by \(\mathbf E^*\), integrate over \(z\), and divide by \(\omega\):

\[
\frac1\omega\int|\nabla\times\mathbf E|^2dz=\frac{1}{c^2}\int\omega\varepsilon\,|\mathbf E|^2dz. \tag{11}
\]

The left side has an imaginary part that is negative or zero, because \(\operatorname{Im}(1/\omega)<0\). On the right, \(\operatorname{Im}[\omega\varepsilon(\omega)]\) is harmonic in the upper half-plane, non-negative on its real boundary by passivity, and approaches \(\operatorname{Im}\omega\) far away. It is therefore positive inside, and (11) forces \(\mathbf E=0\).

For real \(\omega>0\) the left side is real, so \(\int\operatorname{Im}\varepsilon\,|\mathbf E|^2dz=0\). The field vanishes in the plates, and continuity at the surfaces makes it vanish in the gap. Absorbing plates have no mode of real frequency.

One apparent exception is \(q=0\), where \(r_j=-1\) and \(R=1\). There the two exponentials in \(u_L\) coincide and cancel, so this zero of \(1-R\) does not signal a mode. The general gap field at \(q=0\) is linear in \(z\), and the absorption argument above excludes it as well. The factor \(q\) in \(f_k\) cancels the zero of \(1-R\).

Resonances appear when \(1-R\) is continued below the real axis. For the plates of the worked example at \(\hbar ck=2\) eV, a TE zero lies at \(9.36-0.18i\) eV. Its amplitude falls by a factor \(e\) in \(9.364/(2\pi\times0.1831)\approx8\) periods. A sum of \(\hbar\omega/2\) over such complex frequencies would not be real term by term, whereas (10) needs no such assignment. Phase-winding tests at sample wavevectors found no zeros above a line just over the real axis.

## Rotation to imaginary frequencies

The choice \(\operatorname{Im}q\ge0\) gives \(q(-\omega^*)=-q(\omega)^*\), and real fields require \(R(-\omega^*)=R(\omega)^*\). Thus \(f_k(-\omega^*)=-f_k(\omega)^*\). On the real axis \(\operatorname{Re}f_k\) is odd and \(\operatorname{Im}f_k\) is even. As \(C\) is odd,

\[
\int_0^\infty C\operatorname{Re}f_k\,d\omega=\frac12\,\mathrm{PV}\!\int_{-\infty}^{\infty}C f_k\,d\omega,
\]

where the principal value treats the pole of \(C\) at zero.

Close the contour in the upper half-plane. There \(f_k\) is analytic. Causality makes \(\varepsilon_j\) analytic, and the argument after (11) excludes zeros of \(1-R\). Applied to a single plate facing vacuum, the same argument excludes poles of \(r_j\). The roots have no branch points or cuts there: a real \(q_j^2\ge0\) would give \(\omega\varepsilon_j=c^2(k^2+q_j^2)/\omega\), whose imaginary part is not positive, contrary to \(\operatorname{Im}[\omega\varepsilon_j]>0\). The same holds for \(q\) with \(\varepsilon=1\). At fixed \(k\) each \(r_j\) falls as \(\omega^{-2}\) for the oscillator permittivities used below, so \(f_k\) falls at least as \(\omega^{-3}\) and the large arc vanishes. What remains are the poles of \(C\) at \(i\xi_n\), with

\[
\xi_n=\frac{2\pi nk_BT}{\hbar},\qquad \text{residue of }C=\frac{2k_BT}{\hbar}.
\]

The pole at \(n=0\) lies on the path and counts half, which a prime on the sum records. With \(q=i\kappa_n\) and \(\kappa_n^2=k^2+\xi_n^2/c^2\),

\[
\int_0^\infty C\operatorname{Re}f_k\,d\omega
=\frac12\,2\pi i\,\frac{2k_BT}{\hbar}{\sum_{n\ge0}}'f_k(i\xi_n)
\]
\[
=-\frac{2\pi k_BT}{\hbar}{\sum_{n\ge0}}'\kappa_n\sum_{\rm TE,TM}\frac{R}{1-R}.
\]

Insertion in (10) gives the Lifshitz pressure:

\[
P=-\frac{k_BT}{\pi}{\sum_{n\ge0}}'\int_0^\infty k\,dk\,\kappa_n\sum_{\rm TE,TM}\frac{R}{1-R},
\]
\[
R=r_1r_2e^{-2\kappa_na}. \tag{12}
\]

At \(i\xi\) a passive permittivity is real and exceeds 1. Equation (7) then makes both TE coefficients negative or zero and both TM coefficients positive. Hence \(0\le R<1\) for \(k>0\), and two such plates across vacuum attract.

## Two limits

**Ideal mirrors at zero temperature.** As \(T\to0\) the spacing of \(\xi_n\) closes and \(k_BT\sum'\to(\hbar/2\pi)\int_0^\infty d\xi\). For \(r_1r_2=1\) set \(k=\kappa\sin\theta\), \(\xi/c=\kappa\cos\theta\). Then

\[
P=-\frac{\hbar c}{2\pi^2}\,2\int_0^{\pi/2}\!\sin\theta\,d\theta\int_0^\infty\frac{\kappa^3d\kappa}{e^{2\kappa a}-1}
\]
\[
=-\frac{\hbar c}{\pi^2}\,\frac{1}{(2a)^4}\,\frac{\pi^4}{15}=-\frac{\pi^2\hbar c}{240a^4}. \tag{13}
\]

Here true modes exist, with \(\omega/c=w=\sqrt{k^2+(n\pi/a)^2}\). Two polarisations for \(n\ge1\) and one for \(n=0\) give the regularised energy per area

\[
\frac{\hbar c}{2\pi}{\sum_{n\ge0}}'I\Big(\frac{n\pi}{a}\Big),\qquad I(x)=\int_x^\infty w^2e^{-\delta w}dw .
\]

Subtract the integral over \(n\), which is the energy of the same volume of free space. The Euler–Maclaurin formula leaves \(-h'(0)/12+h'''(0)/720\) as \(\delta\to0\), where \(h(n)=I(n\pi/a)\). Since \(h'(0)=0\) and \(h'''(0)\to-2(\pi/a)^3\), the energy is \(-\pi^2\hbar c/720a^3\). Minus its derivative is (13). Numerically, the mode sum at small finite cutoff gives \(-0.04110\) and the Lifshitz integral \(-0.04112\), in units of \(\hbar c/a^4\).

**Large separation or high temperature.** When \(\xi_1a/c\gg1\), terms with \(n\ge1\) are exponentially small. At \(n=0\) the dielectrics have \(r^{\rm TE}=0\) and \(r_j^{\rm TM}=\Delta_j=(\varepsilon_j(0)-1)/(\varepsilon_j(0)+1)\). Expanding \(R/(1-R)=\sum_{m\ge1}R^m\) and using \(\int_0^\infty k^2e^{-2mka}dk=2/(2ma)^3\),

\[
P_{n=0}=-\frac{k_BT}{8\pi a^3}\sum_{m=1}^\infty\frac{(\Delta_1\Delta_2)^m}{m^3}. \tag{14}
\]

## Two absorbing dielectrics

Let each plate have one damped oscillator,

\[
\varepsilon_j(\omega)=1+\frac{\Omega_j^2}{\omega_j^2-\omega^2-i\gamma_j\omega}, \tag{15}
\]

with \(\hbar\omega_j=5\) and 4 eV, \(\hbar\Omega_j=10\) and 12 eV, and \(\hbar\gamma_j=1\) eV. These are round model values. The static permittivities are \(1+100/25=5\) and \(1+144/16=10\). Take \(a=100\) nm and \(T=300\) K.

Equation (12) gives \(P=-2.34\) Pa, or \(-2.34\times10^{-5}\) bar. TM waves supply \(-2.08\) Pa and TE waves \(-0.26\) Pa. The ideal-mirror value is \(-13.0\) Pa, so the zero-temperature pressure is 0.18 of it.

The static term can be checked by hand. With \(\Delta_1=4/6\) and \(\Delta_2=9/11\), the product is 0.5455 and the sum in (14) is 0.591. Then

\[
P_{n=0}=-\frac{0.02585\times0.591}{8\pi\times10^6}\,\frac{\rm eV}{\rm nm^3}=-0.097\ \text{Pa},
\]

in agreement with the printed static part. This is not the thermal correction. The static term replaces a strip of the zero-temperature frequency integral, and the full pressures at 0 and 300 K differ only in the last printed digit, that is by less than \(2\times10^{-4}\) Pa. The sum in (12) is a trapezoidal rule for that integral, with step \(\hbar\xi_1=0.16\) eV against the gap scale \(\hbar c/a=1.97\) eV.

The real-frequency form (10) gives the same total, \(-2.34\) Pa, but by strong cancellation. At \(\hbar ck=2\) eV, in units with \(\hbar=c=1\), the contributions to \(dP/dk\) from the frequencies where the integrand is positive and where it is negative are \(+3.4948\) and \(-3.5227\) eV³. Their sum is \(-0.0279\) eV³, less than one hundredth of either part. The Matsubara sum at this \(k\) agrees, and over all wavevectors tested the largest mismatch is \(1.5\times10^{-5}\) of the largest \(|dP/dk|\). On the imaginary axis every term has one sign.

Reducing both damping rates a hundredfold changes the pressure to \(-2.43\) Pa, 4% larger in magnitude. The sign of this change follows from (15): \(\varepsilon_j(i\xi)=1+\Omega_j^2/(\omega_j^2+\xi^2+\gamma_j\xi)\) rises when \(\gamma_j\) falls. At fixed \(k\) and \(\xi>0\), \(\kappa_j=\sqrt{k^2+\varepsilon_j\xi^2/c^2}\) then rises and \(\kappa_j/\varepsilon_j\) falls, so both reflection magnitudes grow. Absorption thus provides the fluctuating sources, while stronger damping at fixed \(\Omega_j\) and \(\omega_j\) weakens the attraction.

## Where the result stops

Equation (2) requires equilibrium. Plates at different temperatures need the source form (5) with a separate thermal factor for each plate, and the stress on the rear face then also depends on the temperature of the surroundings. The argument after (11) requires passivity and fails for a medium with gain. Local permittivities and sharp surfaces fail when \(a\) approaches atomic distances. The vacuum stress tensor was used, so an absorbing fluid in the gap is not covered.

Conductors violate the assumption of finite \(\varepsilon_j(0)\), and the term \(n=0\) then depends on the low-frequency model. By (7), \(q_j^2=q^2+(\varepsilon_j-1)\omega^2/c^2\). If \(\varepsilon_j\) diverges as \(1/\omega\), as with finite static conductivity, the added term vanishes and \(r_j^{\rm TE}\to0\). If it diverges as \(-\Omega_j^2/\omega^2\), as in a lossless plasma, the term tends to \(-\Omega_j^2/c^2\) and \(r_j^{\rm TE}\) stays finite. The choice between these limits is a statement about the material, which the stress calculation does not supply. The numerical output below lists the computed values.

## Computed results

```
gap = 100 nm, temperature = 300 K
plate 1: resonance, strength, damping = (5.0, 10.0, 1.0) eV
plate 1: static permittivity = 5.000
plate 2: resonance, strength, damping = (4.0, 12.0, 1.0) eV
plate 2: static permittivity = 10.000
thermal energy kT = 0.02585 eV
first Matsubara energy = 0.1624 eV
gap energy hbar c/a = 1.9733 eV
overdamped oscillator: damping/frequency = 2.5, kT = 0.5
  variance from oscillator-plus-bath modes = 0.60661 (dimensionless)
  variance from dissipation integral = 0.60591 (dimensionless)
stress factor Re[q(1+R)/(1-R)]: plate sources | formula, in eV
  TE, w = 6.0 eV, ck = 2.0 eV: 4.457460 | 4.457460
  TM, w = 6.0 eV, ck = 2.0 eV: 3.591569 | 3.591569
  TE, w = 3.0 eV, ck = 5.0 eV: 0.106433 | 0.106433
  TM, w = 3.0 eV, ck = 5.0 eV: -0.102643 | -0.102643
largest net phase of 1-R above real axis = 5.1e-09 rad
TE resonance at ck = 2.0 eV: real part = 9.3644 eV
TE resonance: imaginary part = -0.1831 eV
zeros counted on circle around resonance = 1.000
dP/dk at ck = 2.0 eV, hbar = c = 1, in eV^3:
  Matsubara sum = -0.027906
  real-frequency integral = -0.027906
  its positive part = 3.4948
  its negative part = -3.5227
largest mismatch over all k / largest dP/dk = 1.5e-05
pressure, Matsubara sum = -2.3402 Pa
pressure, real-frequency integral = -2.3403 Pa
TE part = -0.2610 Pa
TM part = -2.0793 Pa
static n = 0 part = -0.0973 Pa
pressure at zero temperature = -2.3401 Pa
pressure with damping divided by 100 = -2.4346 Pa
ideal-mirror pressure at zero temperature = -13.0013 Pa
ratio zero-temperature pressure / ideal = 0.1800
ideal mirrors, mode sum = -0.041098 hbar c/a^4
ideal mirrors, Lifshitz integral = -0.041123 hbar c/a^4
```
